\section*{Spin-Hall torque efficiency with finite real mixing conductance}

\section{A spin Hall angle that appears halved}

A 5 nm heavy-metal film has spin Hall angle $0.20$ and spin diffusion length 2.00 nm. It drives a magnet through an interface of finite conductance. Its efficiencies, calculated for thicknesses from 3 to 15 nm, can be fitted by a formula that assumes a perfectly transparent interface. The fit is good to 1.66\% of each value, yet it returns a spin Hall angle of $0.0977$. The diffusion length comes out nearly right, at 1.93 nm. Why does the thickness dependence reveal the length and conceal half of the angle?

The answer requires the efficiency to be separated into what the metal can supply and what the contact can accept. The second factor turns out to depend on the metal as well as on the interface.

\section{Model and main result}

The metal fills $0<z<d$, with a free surface at $z=0$ and a magnet at $z=d$. The field $E$ lies in the plane, and $j=\sigma E$ is the charge current density in the metal. Let $\mu_s$ be the difference between the chemical potentials of electrons with magnetic moment along and against a given axis. The three such differences form a vector, and $\mathbf V=\boldsymbol\mu_s/2e$ with $e>0$.

The spin current $\mathbf j_s$ is $e$ times the net particle flow of moment towards $+z$. Each of the two spin channels has conductivity $\sigma/2$, so diffusion contributes
\[
-\frac{\sigma}{2e}\frac{d\boldsymbol\mu_s}{dz}=-\sigma\frac{d\mathbf V}{dz}.
\]
The spin Hall effect adds $\theta\sigma E\,\mathbf s$, where the unit vector $\mathbf s$ lies in the plane, perpendicular to the field. Once one of the two possible senses is chosen for $\mathbf s$, this term fixes the sign of $\theta$. With relaxation,
\begin{equation}
\mathbf j_s=\theta\sigma E\,\mathbf s-\sigma\frac{d\mathbf V}{dz},\qquad
\frac{d\mathbf j_s}{dz}=-\frac{\sigma}{\lambda^2}\mathbf V .
\label{bulk}
\end{equation}

The assumptions are these.
\begin{enumerate}
\item Transport is diffusive; $\sigma,\lambda,\theta$ are uniform, and terms of second order in $\theta$ are dropped.
\item No spin crosses the free surface: $\mathbf j_s(0)=0$.
\item The magnetization direction $\mathbf m$ is uniform. The magnet absorbs all transverse spin that enters it, and the interface neither loses nor generates spin.
\item The mixing conductance per area is real. In the one-spin convention the transverse current is $(G_r/e)\boldsymbol\mu_{s,\perp}$, that is,
\begin{equation}
\mathbf j_{s,\perp}(d)=2G_r\,\mathbf m\times(\mathbf V(d)\times\mathbf m).
\label{contact}
\end{equation}
\end{enumerate}
Here $G_r$ is the effective value that belongs in a diffusion boundary condition. The component along $\mathbf m$ may have any contact conductance of its own.

\begin{theorem}
Under these assumptions the absorbed transverse spin current is $\xi j\,\mathbf m\times(\mathbf s\times\mathbf m)$, with
\begin{equation}
\xi=\theta\Bigl[1-\operatorname{sech}\frac d\lambda\Bigr]T,\quad
T=\frac{2G_r}{2G_r+g_d},\quad
g_d=\frac\sigma\lambda\tanh\frac d\lambda .
\label{main}
\end{equation}
\end{theorem}

\section{The metal as a source}

\begin{lemma}
Let $V$ be the component of $\mathbf V$ along a fixed axis on which $\mathbf s$ has projection $p$. For every contact at $z=d$,
\begin{equation}
j_s(d)=p\,\theta\sigma E\Bigl(1-\operatorname{sech}\frac d\lambda\Bigr)-g_dV(d).
\label{norton}
\end{equation}
\end{lemma}
\begin{proof}
Differentiating the first law in (\ref{bulk}) and using the second gives $-\sigma V''=-\sigma V/\lambda^2$, so $V''=V/\lambda^2$. The free surface requires $V'(0)=p\theta E$. Hence
\[
V(z)=p\theta E\lambda\sinh(z/\lambda)+A\cosh(z/\lambda).
\]
Write $C=\cosh(d/\lambda)$ and $S=\sinh(d/\lambda)$. At the contact,
\begin{align*}
V(d)&=p\theta E\lambda S+AC,\\
j_s(d)&=p\theta\sigma E(1-C)-\frac{\sigma}{\lambda}SA .
\end{align*}
The first line gives $A=[V(d)-p\theta E\lambda S]/C$. Inserting this in the second,
\begin{align*}
j_s(d)&=p\theta\sigma E\Bigl(1-C+\frac{S^2}{C}\Bigr)-\frac\sigma\lambda\frac SC V(d)\\
&=p\theta\sigma E\,\frac{C-C^2+S^2}{C}-g_dV(d).
\end{align*}
Since $C^2-S^2=1$, the fraction is $(C-1)/C=1-1/C$.
\end{proof}

Equation (\ref{norton}) describes a current source with an internal conductance, a Norton source. For $p=1$, a perfect sink holds $V(d)=0$ and receives $\theta j(1-\operatorname{sech}(d/\lambda))$. The subtraction comes from the free surface: spin accumulates there and its diffusion opposes the spin Hall current. With no contact current,
\[
V(d)=\frac{\theta\sigma E(1-1/C)}{(\sigma/\lambda)S/C}
=\theta E\lambda\frac{C-1}{S}=\theta E\lambda\tanh\frac{d}{2\lambda}.
\]

\begin{proof}[Proof of the theorem]
The bulk equations treat all spin directions alike, and the contact does not mix the component along $\mathbf m$ with the transverse ones. Take the axis along $\mathbf s_\perp=\mathbf m\times(\mathbf s\times\mathbf m)=\mathbf s-\mathbf m(\mathbf m\cdot\mathbf s)$, so that $p=|\mathbf s_\perp|$. The remaining transverse component has no source and vanishes. By (\ref{contact}), $V(d)=j_s(d)/2G_r$, and (\ref{norton}) becomes
\[
j_s(d)\Bigl(1+\frac{g_d}{2G_r}\Bigr)=p\,\theta j\Bigl(1-\operatorname{sech}\frac d\lambda\Bigr).
\]
Division by the bracket gives $j_s(d)=p\,\xi j$. Restoring the direction replaces $p$ by $\mathbf s_\perp$. If $\mathbf s_\perp=0$, both sides vanish.
\end{proof}

\begin{remark}[What is separated]
The factor $\theta[1-\operatorname{sech}(d/\lambda)]$ belongs to the metal and its free surface. The factor $T$ is a division of current between a load $2G_r$ and the internal conductance $g_d$. It is not a property of the interface alone: the same interface has another $T$ on a metal with another $\sigma/\lambda$. From $\ln T=\ln 2G_r-\ln(2G_r+g_d)$,
\[
\frac{\partial\ln\xi}{\partial\ln G_r}=1-\frac{2G_r}{2G_r+g_d}=1-T
\]
with the metal held fixed. Improving the contact pays little once $T$ is near one.
\end{remark}

\begin{remark}[Where the angular momentum comes from]
Integrating the second law in (\ref{bulk}) over the film, with $\mathbf j_s(0)=0$, gives
\[
\mathbf j_s(d)=-\frac{\sigma}{\lambda^2}\int_0^d\mathbf V\,dz .
\]
The uniform spin Hall current has no divergence and creates no spin density inside the film. In the steady state, the spin delivered to the magnet is supplied by relaxation, through which the lattice exchanges angular momentum with the electrons.
\end{remark}

\section{From spin current to field}

An electron carries moment $\mu_B=\gamma\hbar/2$ for $g=2$. The moment delivered per area and time is therefore $\mu_B\mathbf j_{s,\perp}/e$. A magnet of magnetization $M_s$ and thickness $t_F$ has moment $M_st_F\mathbf m$ per area, so
\begin{equation}
\dot{\mathbf m}\big|_{\rm SOT}=\frac{\gamma\hbar}{2eM_st_F}\,\xi j\,\mathbf m\times(\mathbf s\times\mathbf m).
\label{torque}
\end{equation}
With the convention $\dot{\mathbf m}=-\gamma\mathbf m\times\mathbf B$, a field $B_{\rm DL}\,\mathbf m\times\mathbf s$ gives $-\gamma B_{\rm DL}\,\mathbf m\times(\mathbf m\times\mathbf s)=\gamma B_{\rm DL}\,\mathbf m\times(\mathbf s\times\mathbf m)$. Comparison yields
\begin{equation}
B_{\rm DL}=\frac{\hbar\,\xi j}{2eM_st_F}.
\label{field}
\end{equation}

\section{The example in numbers}

The metal has resistivity 40 $\mu\Omega$cm, so $\sigma=2.5\times10^6$ S/m and $\sigma/\lambda=1.25\times10^{15}$ S/m$^2$. With $d/\lambda=2.5$,
\[
1-\operatorname{sech}2.5=0.837,\qquad g_d=1.233\times10^{15}\ \mathrm{S/m^2}.
\]
The interface has $G_r=0.6\times10^{15}$ S/m$^2$. Therefore
\[
T=\frac{1.200}{1.200+1.233}=0.493,\qquad
\xi=0.20\times0.837\times0.493=0.0825 .
\]
The free surface costs 16\% of the spin Hall current, and the contact halves what remains. A finite-volume solution of (\ref{bulk}) with contact (\ref{contact}) also gives $0.0825$.

At $j=10^7$ A/cm$^2$ the field is $E=400$ V/cm. The potential at the magnet is $6.9\ \mu$V, the fraction $1-T=0.507$ of the open-circuit $13.6\ \mu$V, as the divider requires. At the free surface it is $-14.7\ \mu$V. For $M_s=1200$ kA/m and $t_F=1.2$ nm, (\ref{field}) gives
\[
B_{\rm DL}=\frac{(3.29\times10^{-16})(0.0825)(10^{11})}{(1.2\times10^6)(1.2\times10^{-9})}\ \mathrm T=1.89\ \mathrm{mT}.
\]

\section{Thickness: what it shows and what it hides}

Let $a=2G_r\lambda/\sigma$, which is $0.96$ here. For $d\gg\lambda$, $g_d\to\sigma/\lambda$ and
\begin{equation}
\xi\to\xi_\infty=\theta T_\infty,\qquad T_\infty=\frac{a}{1+a}.
\label{thick}
\end{equation}

For $d\ll\lambda$, $1-\operatorname{sech}(d/\lambda)\simeq d^2/2\lambda^2$ and $g_d\simeq\sigma d/\lambda^2$, so $T\simeq a/(a+d/\lambda)$. Two cases follow:
\[
\xi\simeq\frac{\theta d^2}{2\lambda^2}\quad(d/\lambda\ll a),\qquad
\xi\simeq\frac{\theta a\,d}{2\lambda}\quad(a\ll d/\lambda\ll1).
\]
In the first, the internal conductance is so small that even a poor contact takes nearly all the available current. The interface drops out, but so does most of the torque. For the example's metal this limit is formal, since such a film would be thinner than the mean free path estimated below.

\begin{lemma}
With $q=e^{-d/\lambda}$ and $\kappa=(1-a)/(1+a)$,
\begin{equation}
\frac{\xi(d)}{\xi_\infty}=\frac{(1-q)^2}{1-\kappa q^2}
=1-2q+\frac{2}{1+a}q^2+O(q^3),
\label{shape}
\end{equation}
provided $\sigma,\lambda,\theta,G_r$ do not change with $d$.
\end{lemma}
\begin{proof}
Dividing (\ref{main}) by (\ref{thick}) gives $(1-\operatorname{sech})(1+a)/(a+\tanh)$, all with argument $d/\lambda$. The identities
\begin{align*}
1-\operatorname{sech}\frac d\lambda&=1-\frac{2q}{1+q^2}=\frac{(1-q)^2}{1+q^2},\\
a+\tanh\frac d\lambda&=a+\frac{1-q^2}{1+q^2}=\frac{(1+a)-(1-a)q^2}{1+q^2}
\end{align*}
give the closed form on cancelling $1+q^2$ and dividing by $1+a$. Expanding, $(1-2q+q^2)(1+\kappa q^2+\dots)$ has second-order coefficient $1+\kappa=2/(1+a)$.
\end{proof}

The leading approach to saturation, $-2q$, contains $\lambda$ but not $G_r$. The height contains only the product $\theta T_\infty$. This explains the opening fit. A transparent interface is the case $a\to\infty$, $\kappa=-1$. At equal $\lambda$ and equal height, the true curve exceeds the transparent one by the factor $(1+q^2)/(1-\kappa q^2)$. At 3 nm, $q=e^{-1.5}=0.223$ and $\kappa=0.020$, so the excess is 5\%; it falls rapidly with thickness. The fit absorbs most of it by shortening $\lambda$ from 2.00 to 1.93 nm. Its apparent angle $0.0977$ lies close to $\theta T_\infty=0.0980$, not to $\theta=0.20$.

The curve does contain $a$ in principle. Extracting it requires thin films, precise data, and parameters that stay constant with thickness.

\section{A second measurement that separates the factors}

\begin{theorem}
Under the same assumptions, and for precession slow compared with spin relaxation, the metal adds to the magnet the Gilbert damping
\begin{equation}
\Delta\alpha=\frac{\gamma}{M_st_F}\Bigl(\frac{\hbar}{2e}\Bigr)^2G_{\rm eff},\qquad
\frac1{G_{\rm eff}}=\frac1{2G_r}+\frac1{g_d},
\label{damping}
\end{equation}
and $T=G_{\rm eff}/g_d$.
\end{theorem}
\begin{proof}
Let $\mathbf m$ turn with angular velocity $\boldsymbol\Omega=\mathbf m\times\dot{\mathbf m}$, so that $\boldsymbol\Omega\times\mathbf m=\dot{\mathbf m}$. In the frame turning with it, the electron energy is changed by $-\boldsymbol\Omega\cdot\mathbf S$, where $\mathbf S$ is the spin. Equilibrium in that frame appears in the laboratory as a chemical potential higher by $\hbar\Omega$ for spin along $\boldsymbol\Omega$ than for spin against it. The electron's moment is opposite to its spin, so in terms of moment the contact is in balance at
\[
\mathbf V_p=-\frac{\hbar}{2e}\,\mathbf m\times\dot{\mathbf m}.
\]
The transverse contact law is therefore $\mathbf j_s=2G_r(\mathbf V-\mathbf V_p)$. For $E=0$, (\ref{norton}) gives $\mathbf V=-\mathbf j_s/g_d$. Hence
\[
\mathbf j_s\Bigl(1+\frac{2G_r}{g_d}\Bigr)=-2G_r\mathbf V_p,\qquad
\mathbf j_s=-\frac{2G_rg_d}{2G_r+g_d}\mathbf V_p=-G_{\rm eff}\mathbf V_p .
\]
The rate $\gamma\hbar\,\mathbf j_s/(2eM_st_F)$ then equals $\Delta\alpha\,\mathbf m\times\dot{\mathbf m}$, which is the damping term. Dividing $G_{\rm eff}$ by $g_d$ gives $T$.
\end{proof}

Using $(1-1/C)/(S/C)=(C-1)/S=\tanh(d/2\lambda)$, the efficiency becomes
\begin{equation}
\xi=\theta\,\frac{\lambda}{\sigma}\,G_{\rm eff}\tanh\frac d{2\lambda}.
\label{operational}
\end{equation}
A torque measurement gives $\xi$, the added damping gives $G_{\rm eff}$, and a thickness series gives $\lambda$, provided $\sigma$, $\lambda$, $\theta$ and $G_r$ are the same in all its films. With $\sigma$ known, $\theta$ then follows. In real thin films the resistivity usually rises as the thickness falls. If $\theta\propto\rho$ and $\lambda\propto1/\rho$ follow it, $\xi$ can even decrease with thickness, and a fit with constant parameters no longer gives a meaningful length. In the example $G_{\rm eff}=0.608\times10^{15}$ S/m$^2$, hence $T=0.608/1.233=0.493$ again, and $\Delta\alpha=0.00805$. The route rests on a loss-free interface and on all the added damping being spin pumping into the metal. Spin lost at the interface would also damp the magnet, without belonging to $G_{\rm eff}$ of (\ref{damping}): with the loss layer described below, the pumping conductance rises to $0.89\times10^{15}$ S/m$^2$ and (\ref{operational}) returns $\theta\approx0.044$ instead of $0.20$. Two-magnon scattering in a very thin magnet also adds damping that is not pumping. The model supplies its own test: $G_{\rm eff}<g_d$, so in the example $\Delta\alpha<0.00805/0.493=0.016$. Damping measured on thin cobalt under platinum often exceeds such a bound; the route then gives $T>1$ and cannot be used.

\section{Where the assumptions give way}

\begin{remark}[Imaginary mixing conductance]
Let the contact carry an additional current $2G_i\mathbf V\times\mathbf m$. In the transverse plane take $\mathbf s_\perp$ as the real direction and $\mathbf s\times\mathbf m$ as the imaginary one. Since $\mathbf s_\perp\times\mathbf m=\mathbf s\times\mathbf m$ and $(\mathbf s\times\mathbf m)\times\mathbf m=-\mathbf s_\perp$, the operation $\times\,\mathbf m$ is multiplication by $i$. The proof then holds with $G=G_r+iG_i$ in place of $G_r$. The real part of $\xi$ is damping-like; the imaginary part gives a field along $\mathbf s$. For an assumed $G_i=0.2\,G_r$ they are $0.0834$ and $0.0083$, so the damping-like result moves by 1\%.
\end{remark}

\begin{remark}[Spin memory loss]
Insert between metal and magnet a layer of thickness $t$ and diffusion length $\lambda_l$, with the same $\sigma$ and no spin Hall effect. Let $\delta=t/\lambda_l$, $b=2G_r\lambda_l/\sigma$, and let $V_m$ be the potential at the magnet. At distance $u$ from the magnet,
\[
V=V_m[\cosh(u/\lambda_l)+b\sinh(u/\lambda_l)],
\]
which makes the current into the magnet $\sigma\,dV/du=2G_rV_m$ at $u=0$. At $u=t$, potential and current must satisfy (\ref{norton}). The magnet's share of the perfect-sink current, which replaces $T$, is therefore
\[
\frac{2G_r}{(\sigma/\lambda_l)(\sinh\delta+b\cosh\delta)+g_d(\cosh\delta+b\sinh\delta)} .
\]
For $t=0.5$ nm and $\lambda_l=0.6$ nm this is $0.159$, and $\xi$ falls from $0.0825$ to $0.0266$. The finite-volume solution gives the same value. The layer is a strong competing sink, because the conductance to its own relaxation, which is $(\sigma/\lambda_l)\tanh\delta=2.8\times10^{15}$ S/m$^2$ with the magnet disconnected ($b=0$), exceeds $2G_r$.
\end{remark}

\begin{remark}[Ballistic incidence]
A bare mixing conductance $G_b$ multiplies the potential $V_{\rm in}$ of the incident electrons, not the local average $V=(V_{\rm in}+V_{\rm out})/2$. With Sharvin conductance $G_{\rm Sh}$ per spin, $j_s=2G_{\rm Sh}(V_{\rm in}-V_{\rm out})$, so $V_{\rm in}=V+j_s/4G_{\rm Sh}$. Putting this in $j_s=2G_bV_{\rm in}$ and comparing with $j_s=2G_rV$ gives
\[
\frac1{G_r}=\frac1{G_b}-\frac1{2G_{\rm Sh}} .
\]
For a spherical Fermi surface and mean free path $\ell$, $\sigma=e^2k_F^2\ell/3\pi^2\hbar$ and $G_{\rm Sh}=e^2k_F^2/8\pi^2\hbar$, hence $G_{\rm Sh}=3\sigma/8\ell$. A rough $\ell/\sigma=0.5$ f$\Omega\,$m$^2$ gives $0.75\times10^{15}$ S/m$^2$. If the example's $0.6\times10^{15}$ S/m$^2$ were a bare value, the effective one would be $1.0\times10^{15}$ S/m$^2$ and $\xi$ would be $0.1035$, larger by a quarter. The same estimate gives $\ell=1.25$ nm, or $0.63\lambda$. Diffusion is thus a marginal description here; the remaining kinetic error is not calculated.
\end{remark}

\begin{remark}[Smaller corrections and temperature]
The reciprocal spin Hall effect adds $\theta\sigma\,dV/dz$ to the charge current. For $\mathbf m\perp\mathbf s$ its mean relative to $\sigma E$ is $\theta[V(d)-V(0)]/(Ed)=2.2\%$. With an assumed dephasing length of 1 nm, 9\% of the transverse spin would survive a round trip through the magnet, so complete absorption is an approximation. A magnet of 50 $\mu\Omega$cm carries 16\% of the total current; this leaves $\xi$ per metal current density unchanged but raises the supply current. One-dimensional heat flow through 100 nm of oxide, with conductivity 1.4 W/(m\,K), gives a steady temperature difference of 1.7 K across the oxide.

Operation at 85 $^\circ$C also changes the efficiency, by an amount that depends on the temperature coefficient of the film. Suppose that resistivity grows by 0.2\% per kelvin, with $\theta\propto\rho$ and $\lambda\propto1/\rho$, while $G_r$, $d$ and $j$ stay fixed. Then $\sigma/\lambda$ is constant, $T$ hardly changes, and $\xi$ rises from $0.0825$ at 25 $^\circ$C to $0.0968$. In this model the gain comes from the bulk factors. The assumed coefficient is high for platinum: if the film's resistivity rises at the bulk rate, about 0.04 $\mu\Omega$cm per kelvin, the coefficient is 0.1\% per kelvin and the gain is about 9\% instead of 17\%.
\end{remark}

\section{Relation to platinum/cobalt lines}

The parameters are rough values for a thin platinum film under cobalt. The resistivity is towards the high end for such a film, and the mixing conductance and spin Hall angle are uncertain by a factor of order two. An efficiency of roughly $0.1$ is the right size for this system, but that agreement does not confirm the individual factors: (\ref{thick}) shows that a larger angle with a poorer contact gives the same thick-film value. Among the effects sized here, interfacial spin loss moves the result most, by a factor of three for the assumed layer. Spin-orbit torques generated at the interface itself and orbital currents are left out and not sized; either would add a contribution that (\ref{main}) would wrongly assign to $\theta$ or $T$. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
metal thickness d = 5.0 nm
resistivity = 40 uOhm cm
conductivity sigma = 2.500e+06 S/m
spin diffusion length = 2.00 nm
spin Hall angle theta = 0.200
real mixing conductance Gr = 6.00e+14 S/m^2
magnetization = 1200 kA/m, magnet thickness = 1.2 nm
current density in metal = 1.0e+07 A/cm^2
electric field E = 400.0 V/cm
ratio d/lambda = 2.500
contact ratio a = 2 Gr lambda/sigma = 0.9600
sigma/lambda = 1.2500e+15 S/m^2
source conductance gd = 1.2333e+15 S/m^2
bulk factor 1 - sech(d/lambda) = 0.8369
perfect-sink efficiency = 0.1674
transparency T = 0.4932
damping-like efficiency xi = 0.0825
xi from finite volumes = 0.0825
open-circuit spin potential = 13.57 uV
spin potential at magnet = 6.88 uV
spin potential at free surface = -14.66 uV
damping-like field = 1.887 mT
thick-film efficiency = 0.0980
thick-film transparency = 0.4898
fit range = 3 to 15 nm, step 1 nm
T=1 fit: apparent spin Hall angle = 0.0977
T=1 fit: apparent diffusion length = 1.928 nm
T=1 fit: largest relative misfit = 1.66 %
pumping conductance G_eff = 6.0820e+14 S/m^2
added damping = 0.00805
imaginary part assumed Gi/Gr = 0.20
with Gi: damping-like efficiency = 0.0834
with Gi: field-like efficiency = 0.0083
loss layer = 0.5 nm, its length = 0.6 nm
with loss layer: efficiency = 0.0266
resistivity x mean free path = 0.50 fOhm m^2
mean free path = 1.25 nm, over lambda = 0.625
Sharvin conductance per spin = 7.50e+14 S/m^2
Gr if stated value were bare = 1.00e+15 S/m^2
efficiency if stated Gr were bare = 0.1035
second-order change of mean current = 2.15 %
dephasing length assumed = 1.0 nm
spin left after round trip in magnet = 9.1 %
magnet resistivity = 50 uOhm cm
share of current in magnet = 16.1 %
oxide = 100 nm, conductivity = 1.4 W/(m K)
steady Joule heating = 1.70 K
temperature coefficient = 0.0020 1/K, rise = 60 K
efficiency at 85 C (from 25 C) = 0.0968
\end{verbatim}
